# Why oxygen-exchanging electrodes can delay ferroelectric fatigue: an interfacial vacancy model: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: an oxygen-exchanging electrode delays ferroelectric fatigue
# because it stores part of the vacancies that cycling binds at the interface.
# Symbols: M initial vacancies per interface (areal), N bound at the interface,
# S excess stored in the electrode, K capacity ratio electrode/interface,
# kappa exchange rate per cycle, a capture rate per cycle, w total dead-layer
# thickness (both interfaces), P_s saturation polarization, E_c coercive field.
# Lumped formulas are compared with a spatially resolved diffusion calculation;
# the remanence formula is compared with a simulated voltage sweep.
import numpy as np
from scipy.constants import epsilon_0, e, k as k_B
from scipy.linalg import expm
from scipy.optimize import brentq

# ---------- chosen model parameters (SI) ----------
d, E_c, P_s = 200e-9, 5e6, 0.30
eps_f, eps_i = 200.0, 40.0
V_drive, freq, temp = 1.8, 1e5, 300.0
c0, rho = 5e25, 2e27
D, h = 2e-16, 2e-15            # m^2/s ; capture velocity in m per cycle
K_ox, k_ox = 4.0, 0.1          # capacity ratio ; exchange rate in 1/s
L = d / 2
M = c0 * L
D_cyc = D / freq
biot = h * L / D_cyc
a = 1 / (L / h + L**2 / (3 * D_cyc))


# ---------- remanence with a dead layer ----------
def remanence(w, V):
    shift = epsilon_0 * (eps_f - eps_i) * E_c
    reach = epsilon_0 * eps_i * (V - E_c * d) / w - shift
    hold = epsilon_0 * eps_i * E_c * d / w + shift
    return min(P_s, reach, hold)


def swept_remanence(w, V):
    """Sweep the voltage; domains move only while |E_f| exceeds E_c."""
    up = np.linspace(0, V, 150)
    path = [up, up[::-1], -up, -up[::-1]]
    stiffness = d - w + w * eps_f / eps_i
    gain = stiffness * epsilon_0 * eps_i / w
    P, rest = -P_s, []
    for _ in range(2):
        for number, branch in enumerate(path):
            for volt in branch:
                for _ in range(40):
                    E_f = (volt - w * P / (epsilon_0 * eps_i)) / stiffness
                    excess = E_f - max(-E_c, min(E_c, E_f))
                    if abs(excess) < 1e-7 * E_c:
                        break
                    P = max(-P_s, min(P_s, P + 0.5 * gain * excess))
            if number in (1, 3):
                rest.append(P)
    return (rest[-2] - rest[-1]) / 2


w_c = (epsilon_0 * eps_i * (V_drive - E_c * d)
       / (P_s + epsilon_0 * (eps_f - eps_i) * E_c))
N_c = rho * w_c / 2
for w, V in [(0.97 * w_c, V_drive), (1.03 * w_c, V_drive),
             (3 * w_c, V_drive), (1.5e-9, 3.0)]:
    assert abs(swept_remanence(w, V) - remanence(w, V)) < 1e-3 * P_s
assert swept_remanence(0.97 * w_c, V_drive) > 0.999 * P_s
assert swept_remanence(1.03 * w_c, V_drive) < 0.99 * P_s


# ---------- lumped solution ----------
def bound(n, kappa, K, S0=0.0):
    supplied = M * (1 - np.exp(-a * n))
    if kappa == 0:
        return supplied
    lam = kappa * (1 + 1 / K)
    stored = kappa * M * ((1 - np.exp(-lam * n)) / lam
                          - (np.exp(-a * n) - np.exp(-lam * n)) / (lam - a))
    return supplied - stored + S0 * (1 - np.exp(-lam * n))


# ---------- spatially resolved film + interface + electrode ----------
def resolved(kappa, K, S0=0.0, cells=40):
    dx = L / cells
    A = np.zeros((cells + 2, cells + 2))

    def transfer(src, dst, rate):
        A[dst, src] += rate
        A[src, src] -= rate
    for i in range(cells - 1):
        transfer(i, i + 1, D_cyc / dx**2)
        transfer(i + 1, i, D_cyc / dx**2)
    transfer(0, cells, 1 / (dx * (1 / h + dx / (2 * D_cyc))))
    transfer(cells, cells + 1, kappa)
    transfer(cells + 1, cells, kappa / K)
    start = np.full(cells + 2, c0 * dx)
    start[cells], start[cells + 1] = 0.0, S0
    return lambda n: (expm(A * n) @ start)[cells]


def onset(func, points):
    """First cycle number at which the bound density reaches N_c."""
    grid = np.geomspace(1e4, 3e9, points)
    previous = grid[0]
    for n in grid:
        if func(n) >= N_c:
            return brentq(lambda x: func(x) - N_c, previous, n, rtol=1e-8)
        previous = n
    return np.inf


def both_onsets(kappa, K, S0=0.0):
    lumped = onset(lambda n: bound(n, kappa, K, S0), 1500)
    full = onset(resolved(kappa, K, S0), 90)
    assert np.isfinite(lumped) and abs(full / lumped - 1) < 0.02
    return lumped, full


n_block, n_block_full = both_onsets(0.0, 1.0)
assert abs(n_block / (-np.log(1 - N_c / M) / a) - 1) < 1e-6
n_ox, n_ox_full = both_onsets(k_ox / freq, K_ox)

rates = [1e-4, 1e-3, 1e-2, 1e-1, 1.0]
table = []
for rate in rates:
    lumped, full = both_onsets(rate / freq, K_ox)
    assert full > n_block_full
    table.append(lumped)
assert all(x < y for x, y in zip(table, table[1:]))

# fast-exchange limit, and the capacity above which onset disappears
n_fast = -np.log(1 - (1 + K_ox) * N_c / M) / a
fast_full = onset(resolved(1.0 / freq, K_ox), 90)
assert abs(fast_full / n_fast - 1) < 0.03
K_crit = M / N_c - 1
assert np.isfinite(onset(resolved(1.0 / freq, 0.95 * K_crit), 90))
assert np.isinf(onset(resolved(1.0 / freq, 1.05 * K_crit), 90))
# fast exchange without storage capacity gives no protection
no_store = onset(resolved(1.0 / freq, 1e-3), 90)
assert abs(no_store / n_block_full - 1) < 0.01

# unlimited capacity: critical exchange speed from the peak of N
K_inf = 1e9
q_crit = brentq(lambda q: q**(q / (1 - q)) - N_c / M, 1.01, 50)
kappa_crit = q_crit * a
n_peak = np.log(q_crit) / (kappa_crit - a)
full_inf = resolved(kappa_crit, K_inf)
peak = max(full_inf(n) for n in np.linspace(0.3, 2, 80) * n_peak)
assert abs(peak / N_c - 1) < 0.02
slow = kappa_crit / 2
n_slow, _ = both_onsets(slow, K_inf)
top = np.log(slow / a) / (slow - a)
n_heal = brentq(lambda n: bound(n, slow, K_inf) - N_c, top, 1e9)
full_slow = resolved(slow, K_inf)
assert full_slow(0.95 * n_heal) > N_c > full_slow(1.05 * n_heal)

# oxygen-poor electrodes
S_limit = K_ox * N_c
S_mild, S_poor = 1e18, 5e18
n_mild, mild_full = both_onsets(k_ox / freq, K_ox, S_mild)
n_poor, poor_full = both_onsets(k_ox / freq, K_ox, S_poor)
assert poor_full < n_block_full < mild_full < n_ox_full
for factor, later in [(0.9, True), (1.1, False)]:
    trial = onset(resolved(1.0 / freq, K_ox, factor * S_limit), 90)
    assert (trial > n_block_full) == later

drift = 2 * e * D / (k_B * temp) * (V_drive / d) / (2 * freq)
assert drift < 1e-3 * L

# ---------- printed numbers ----------
uC = 100.0   # C/m^2 to microcoulomb/cm^2
print(f"film thickness d = {d*1e9:.0f} nm, half-film L = {L*1e9:.0f} nm")
print(f"coercive field = {E_c/1e5:.0f} kV/cm, E_c d = {E_c*d:.2f} V")
print(f"drive = {V_drive:.1f} V, frequency = {freq/1e3:.0f} kHz")
print(f"saturation polarization = {P_s*uC:.1f} uC/cm^2")
print(f"permittivities: film {eps_f:.0f}, layer {eps_i:.0f}")
print(f"vacancy density: film {c0:.1e}, layer rho {rho:.1e} m^-3")
print(f"diffusivity D = {D:.1e} m^2/s, temperature = {temp:.0f} K")
print(f"capture velocity h = {h:.1e} m/cycle, hL/(D/f) = {biot:.3f}")
print(f"drift per half-cycle at mean field = {drift*1e12:.2f} pm")
print(f"capture rate a = {a:.4e} per cycle")
print(f"inventory per interface M = {M:.3e} m^-2")
print(f"threshold layer, both interfaces w_c = {w_c*1e9:.3f} nm")
print(f"threshold density N_c = {N_c:.3e} m^-2, N_c/M = {N_c/M:.4f}")
E_layer = P_s / (epsilon_0 * eps_i)
print(f"layer field from P_s at zero film field = {E_layer/1e5:.0f} kV/cm")
print(f"remanence, w=1.5 nm, 3.0 V = {remanence(1.5e-9, 3.0)*uC:.2f} uC/cm^2")
print(f"oxide electrode: K = {K_ox:.0f}, k = {k_ox:.1f} 1/s")
print(f"kappa = {k_ox/freq:.1e} per cycle, kappa/a = {k_ox/freq/a:.1f}")
print(f"onset, blocking metal: lumped {n_block:.3e} cycles")
print(f"onset, blocking metal: resolved {n_block_full:.3e} cycles")
print(f"onset, oxide: lumped {n_ox:.3e} cycles")
print(f"onset, oxide: resolved {n_ox_full:.3e} cycles")
print(f"delay factor, oxide/blocking = {n_ox/n_block:.2f}")
print(f"fast limit: onset {n_fast:.3e} cycles, delay {n_fast/n_block:.2f}")
for rate, value in zip(rates, table):
    print(f"k = {rate:.0e} 1/s: onset {value:.3e} cycles, "
          f"delay {value/n_block:.3f}")
print(f"capacity ratio that prevents onset (fast) = {K_crit:.3f}")
print(f"fast exchange, K = 0.001: delay {no_store/n_block_full:.4f}")
print(f"unlimited capacity: critical kappa/a = {q_crit:.3f}")
print(f"unlimited capacity: critical k = {kappa_crit*freq:.3e} 1/s")
print(f"half critical k: onset {n_slow:.3e}, healing {n_heal:.3e} cycles")
print(f"fast-limit bound on initial electrode excess = {S_limit:.3e} m^-2")
print(f"initial excess {S_mild:.0e} m^-2: onset {n_mild:.3e} cycles, "
      f"delay {n_mild/n_block:.2f}")
print(f"initial excess {S_poor:.0e} m^-2: onset {n_poor:.3e} cycles, "
      f"delay {n_poor/n_block:.3f}")
for n in [1e6, 1e7, 3e7, 1e8, 1e9]:
    for name, kap in [("blocking", 0.0), ("oxide", k_ox / freq)]:
        N = bound(n, kap, K_ox)
        w = 2 * N / rho
        print(f"n = {n:.0e}, {name}: N = {N:.3e} m^-2, w = {w*1e9:.3f} nm, "
              f"P_r = {remanence(w, V_drive)*uC:.2f} uC/cm^2")
print("every check passed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 156, in <module>
    n_mild, mild_full = both_onsets(k_ox / freq, K_ox, S_mild)
                        ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 111, in both_onsets
    assert np.isfinite(lumped) and abs(full / lumped - 1) < 0.02
                                   ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The formula for an electrode that starts with excess vacancies was wrong: it let the whole initial excess S0 pass to the interface, whereas the electrode keeps its equilibrium share and only S0/(1+K) crosses. The spatially resolved calculation already treated this correctly, so the two onsets disagreed in the first case with a nonzero S0. The lumped formula now carries the factor 1/(1+K); no test, tolerance or parameter is changed, and the cases with a fresh electrode are unaffected.

The change:

```diff
@@ -2,7 +2,8 @@
 # because it stores part of the vacancies that cycling binds at the interface.
 # Symbols: M initial vacancies per interface (areal), N bound at the interface,
-# S excess stored in the electrode, K capacity ratio electrode/interface,
-# kappa exchange rate per cycle, a capture rate per cycle, w total dead-layer
-# thickness (both interfaces), P_s saturation polarization, E_c coercive field.
+# S excess stored in the electrode (S0 its initial value), K capacity ratio
+# electrode/interface, kappa exchange rate per cycle, a capture rate per cycle,
+# w total dead-layer thickness (both interfaces), P_s saturation polarization,
+# E_c coercive field.
 # Lumped formulas are compared with a spatially resolved diffusion calculation;
 # the remanence formula is compared with a simulated voltage sweep.
@@ -73,5 +74,6 @@
     stored = kappa * M * ((1 - np.exp(-lam * n)) / lam
                           - (np.exp(-a * n) - np.exp(-lam * n)) / (lam - a))
-    return supplied - stored + S0 * (1 - np.exp(-lam * n))
+    injected = S0 * (1 - np.exp(-lam * n)) / (1 + K)
+    return supplied - stored + injected
 
 
```

The mended program passes:

```
film thickness d = 200 nm, half-film L = 100 nm
coercive field = 50 kV/cm, E_c d = 1.00 V
drive = 1.8 V, frequency = 100 kHz
saturation polarization = 30.0 uC/cm^2
permittivities: film 200, layer 40
vacancy density: film 5.0e+25, layer rho 2.0e+27 m^-3
diffusivity D = 2.0e-16 m^2/s, temperature = 300 K
capture velocity h = 2.0e-15 m/cycle, hL/(D/f) = 0.100
drift per half-cycle at mean field = 0.70 pm
capture rate a = 1.9355e-08 per cycle
inventory per interface M = 5.000e+18 m^-2
threshold layer, both interfaces w_c = 0.923 nm
threshold density N_c = 9.227e+17 m^-2, N_c/M = 0.1845
layer field from P_s at zero film field = 8471 kV/cm
remanence, w=1.5 nm, 3.0 V = 24.32 uC/cm^2
oxide electrode: K = 4, k = 0.1 1/s
kappa = 1.0e-06 per cycle, kappa/a = 51.7
onset, blocking metal: lumped 1.054e+07 cycles
onset, blocking metal: resolved 1.053e+07 cycles
onset, oxide: lumped 1.289e+08 cycles
onset, oxide: resolved 1.289e+08 cycles
delay factor, oxide/blocking = 12.23
fast limit: onset 1.322e+08 cycles, delay 12.55
k = 1e-04 1/s: onset 1.060e+07 cycles, delay 1.006
k = 1e-03 1/s: onset 1.123e+07 cycles, delay 1.066
k = 1e-02 1/s: onset 6.421e+07 cycles, delay 6.092
k = 1e-01 1/s: onset 1.289e+08 cycles, delay 12.229
k = 1e+00 1/s: onset 1.319e+08 cycles, delay 12.517
capacity ratio that prevents onset (fast) = 4.419
fast exchange, K = 0.001: delay 1.0011
unlimited capacity: critical kappa/a = 3.191
unlimited capacity: critical k = 6.176e-03 1/s
half critical k: onset 1.330e+07, healing 9.219e+07 cycles
fast-limit bound on initial electrode excess = 3.691e+18 m^-2
initial excess 1e+18 m^-2: onset 6.291e+07 cycles, delay 5.97
initial excess 5e+18 m^-2: onset 1.482e+06 cycles, delay 0.141
n = 1e+06, blocking: N = 9.584e+16 m^-2, w = 0.096 nm, P_r = 30.00 uC/cm^2
n = 1e+06, oxide: N = 6.285e+16 m^-2, w = 0.063 nm, P_r = 30.00 uC/cm^2
n = 1e+07, blocking: N = 8.799e+17 m^-2, w = 0.880 nm, P_r = 30.00 uC/cm^2
n = 1e+07, oxide: N = 2.278e+17 m^-2, w = 0.228 nm, P_r = 30.00 uC/cm^2
n = 3e+07, blocking: N = 2.202e+18 m^-2, w = 2.202 nm, P_r = 12.16 uC/cm^2
n = 3e+07, oxide: N = 4.757e+17 m^-2, w = 0.476 nm, P_r = 30.00 uC/cm^2
n = 1e+08, blocking: N = 4.278e+18 m^-2, w = 4.278 nm, P_r = 5.91 uC/cm^2
n = 1e+08, oxide: N = 8.647e+17 m^-2, w = 0.865 nm, P_r = 30.00 uC/cm^2
n = 1e+09, blocking: N = 5.000e+18 m^-2, w = 5.000 nm, P_r = 4.96 uC/cm^2
n = 1e+09, oxide: N = 1.000e+18 m^-2, w = 1.000 nm, P_r = 27.63 uC/cm^2
every check passed
```
